# Newton iteration for the profile and speed of a ferroelectric wall: verification in Python

```python
"""Steady overdamped ferroelectric wall: profile and speed by bordered Newton.

Result under test: gamma P_t = g P_xx - a P - b P^3 + E  (a < 0) has the front
P = (P1+P3)/2 - (P3-P1)/2 tanh(...), moving with speed
v = sqrt(b g/2) (P1 + P3 - 2 P2) / gamma, P1 < P2 < P3 the roots of aP+bP^3=E.
Scaled form: u'' + c u' + u - u^3 + e = 0, u = P/P0, P0 = sqrt(|a|/b),
length L = sqrt(g/|a|), time gamma/|a|, e = E/(|a| P0), c = gamma v/sqrt(g|a|).
The up state is on the left; c > 0 means that the up domain grows.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import epsilon_0, k as k_boltzmann, e as e_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 40
ROOT2 = np.sqrt(2.0)


def states(field):
    """Lower, middle and upper roots of u^3 - u - field = 0."""
    return np.sort(np.roots([1.0, 0.0, -1.0, -field]).real)


def exact_speed(field):
    return -3.0 * states(field)[1] / ROOT2


def exact_profile(field, xi):
    low, _, high = states(field)
    half = (high - low) / 2
    return (high + low) / 2 - half * np.tanh(half * xi / ROOT2)


def equations(u, c, h, field, row, value):
    low, _, high = states(field)
    full = np.concatenate(([high], u, [low]))
    slope = (full[2:] - full[:-2]) / (2 * h)
    bend = (full[2:] - 2 * u + full[:-2]) / h**2
    return np.append(bend + c * slope + u - u**3 + field, row @ u - value), slope


def bordered_matrix(u, c, h, slope, row):
    n = len(u)
    jac = np.zeros((n + 1, n + 1))
    i = np.arange(n)
    jac[i, i] = -2 / h**2 + 1 - 3 * u**2
    jac[i[:-1], i[1:]] = 1 / h**2 + c / (2 * h)
    jac[i[1:], i[:-1]] = 1 / h**2 - c / (2 * h)
    jac[:n, n] = slope
    jac[n, :n] = row
    return jac


def newton_front(field, h, reach, guess=None, c=0.0, pin=None):
    """Solve for profile and speed; phase fixed by an integral or by a point pin."""
    low, _, high = states(field)
    m = int(round(reach / h))
    xi = h * np.arange(-m + 1, m)
    if guess is None:
        u = (high + low) / 2 - (high - low) / 2 * np.tanh(0.5 * xi)
    else:
        u = guess.copy()
    row = h * np.gradient(u, h)
    value = row @ u
    if pin is not None:
        row = np.zeros(len(u))
        row[len(u) // 2] = 1.0
        value = pin
    res, slope = equations(u, c, h, field, row, value)
    history = [np.max(np.abs(res))]
    for _ in range(40):
        if history[-1] < 1e-10:
            break
        move = np.linalg.solve(bordered_matrix(u, c, h, slope, row), -res)
        step = 1.0
        while True:
            u_new, c_new = u + step * move[:-1], c + step * move[-1]
            res_new, slope_new = equations(u_new, c_new, h, field, row, value)
            shrunk = np.linalg.norm(res_new) < (1 - 1e-4 * step) * np.linalg.norm(res)
            if shrunk or step < 1 / 64:
                break
            step /= 2
        u, c, res, slope = u_new, c_new, res_new, slope_new
        history.append(np.max(np.abs(res)))
    assert history[-1] < 1e-10, "Newton iteration did not converge"
    return dict(xi=xi, u=u, c=c, slope=slope, row=row, history=history)


def chain_speed(field, spacing, first, last, dt, t_max):
    """Evolve a sharp step in time; speed from the zero crossings at two sites."""
    low, _, high = states(field)
    margin = int(round(12 / spacing))
    site = np.arange(-margin, last + margin + 1)
    u = np.where(site <= 0, high, low)

    def rate(w):
        full = np.concatenate(([w[0]], w, [w[-1]]))
        return (full[2:] - 2 * w + full[:-2]) / spacing**2 + w - w * w * w + field

    times = {}
    for n in range(int(t_max / dt)):
        k1 = rate(u)
        k2 = rate(u + dt / 2 * k1)
        k3 = rate(u + dt / 2 * k2)
        k4 = rate(u + dt * k3)
        new = u + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        for s in (first, last):
            j = s + margin
            if s not in times and u[j] <= 0 < new[j]:
                times[s] = dt * (n - u[j] / (new[j] - u[j]))
        u = new
        if last in times:
            return spacing * (last - first) / (times[last] - times[first])
    return 0.0


# Symbolic test of the front in dimensional form, T standing for the tanh.
T = sp.symbols("T", real=True)
b_s, g_s, gam_s = sp.symbols("b g gamma", positive=True)
P1, P3 = sp.symbols("P1 P3", real=True)
P2 = -(P1 + P3)
steep = sp.sqrt(b_s / (2 * g_s)) * (P3 - P1) / 2
P_s = (P1 + P3) / 2 - (P3 - P1) / 2 * T
dP = steep * (1 - T**2) * sp.diff(P_s, T)
ddP = steep * (1 - T**2) * sp.diff(dP, T)
v_s = sp.sqrt(b_s * g_s / 2) * (P1 + P3 - 2 * P2) / gam_s
left_over = g_s * ddP + gam_s * v_s * dP - b_s * (P_s - P1) * (P_s - P2) * (P_s - P3)
assert sp.simplify(sp.expand(left_over)) == 0

# Example inputs (SI): rough regime of lithium tantalate; g and gamma are choices.
P0 = 0.50            # C/m^2
eps_r = 45.0
g = 2.0e-10          # V m^3/C
gamma = 0.010        # ohm m
E = 3.0e7            # V/m
cell = 0.5e-9        # m
temperature, T_curie = 300.0, 900.0
a_abs = 1 / (2 * epsilon_0 * eps_r)
b = a_abs / P0**2
L = np.sqrt(g / a_abs)
field_unit = a_abs * P0
speed_unit = np.sqrt(g * a_abs) / gamma
e = E / field_unit
e_c = 2 / (3 * np.sqrt(3))
low, mid, high = states(e)
c_exact = exact_speed(e)

# Newton solutions on three grids, compared with the exact front.
runs = {h: newton_front(e, h, 20.0) for h in (0.2, 0.1, 0.05)}
c_err = {h: r["c"] - c_exact for h, r in runs.items()}
u_err = {h: np.max(np.abs(r["u"] - exact_profile(e, r["xi"]))) for h, r in runs.items()}
assert 3.7 < c_err[0.1] / c_err[0.05] < 4.3
assert 3.7 < u_err[0.1] / u_err[0.05] < 4.3
c_rich = (4 * runs[0.05]["c"] - runs[0.1]["c"]) / 3
assert abs(c_rich - c_exact) < 0.2 * abs(c_err[0.05])
history = runs[0.1]["history"]
for old, new in zip(history[:-1], history[1:]):
    if old < 1e-2:
        assert new < 20 * old**2 + 1e-10

# Leading grid error of the speed from the adjoint null vector.
z = np.linspace(-25, 25, 20001)
half = (high - low) / 2
kap = half / ROOT2
tanh_z = np.tanh(kap * z)
S = 1 - tanh_z**2
d1 = -half * kap * S
d3 = -half * kap**3 * S * (4 - 6 * S)
d4 = half * kap**4 * 2 * tanh_z * S * (4 - 12 * S)
psi = np.exp(c_exact * z) * d1
grid_coeff = -np.sum(psi * (d4 / 12 + c_exact * d3 / 6)) / np.sum(psi * d1)
measured_coeff = c_err[0.05] / 0.05**2
assert abs(measured_coeff / grid_coeff - 1) < 0.03

# Null vectors, and the part played by the phase row.
r = runs[0.1]
J = bordered_matrix(r["u"], r["c"], 0.1, r["slope"], r["row"])
U, sv, Vt = np.linalg.svd(J[:-1, :-1])


def alignment(p, q):
    return abs(p @ q) / np.linalg.norm(p) / np.linalg.norm(q)


right_match = alignment(Vt[-1], r["slope"])
left_match = alignment(U[:, -1], np.exp(r["c"] * r["xi"]) * r["slope"])
assert right_match > 0.999 and left_match > 0.999
sv_border = np.linalg.svd(J, compute_uv=False)[-1]
J_bad = J.copy()
J_bad[-1, :-1] = np.gradient(Vt[-1])
sv_bad = np.linalg.svd(J_bad, compute_uv=False)[-1]
assert sv[-1] < 1e-6 * sv_border and sv_bad < 1e-6 * sv_border

# Another phase condition shifts the wall but keeps its speed.
pinned = newton_front(e, 0.1, 20.0, pin=0.3)
assert abs(pinned["c"] - r["c"]) < 1e-8
shift = brentq(lambda s: exact_profile(e, -s) - 0.3, -5, 5)
assert np.max(np.abs(pinned["u"] - exact_profile(e, pinned["xi"] - shift))) < 3e-3

# Short domains.
cut = {X: abs(newton_front(e, 0.1, X)["c"] - r["c"]) for X in (5.0, 10.0)}
assert cut[10.0] < 1e-2 * cut[5.0]


# Power balance and an independent speed by shooting in the (u, -u') plane.
def W(u):
    return u**4 / 4 - u**2 / 2 - e * u


fine = runs[0.05]
dissipation = fine["c"] * np.sum(fine["slope"]**2) * 0.05
drive = W(low) - W(high)
assert abs(dissipation / drive - 1) < 2e-3


def mismatch(c):
    ends = []
    for root, sign in ((low, 1), (high, -1)):
        q = 3 * root**2 - 1
        s = (sign * c + np.sqrt(c * c + 4 * q)) / 2
        eps = 1e-5
        sol = solve_ivp(lambda u, p: c + (u**3 - u - e) / p,
                        (root + sign * eps, (low + high) / 2), [s * eps],
                        method="DOP853", rtol=1e-10, atol=1e-13)
        assert sol.success
        ends.append(sol.y[0, -1])
    return ends[0] - ends[1]


assert np.all(np.diff([mismatch(c) for c in (0.0, 0.1, 0.2, 0.3)]) > 0)
c_shoot = brentq(mismatch, 0.0, 0.3, xtol=1e-11)
assert abs(c_shoot - c_exact) < 1e-6

# Time evolution from a sharp step.
c_time = chain_speed(e, 0.2, 10, 30, 0.015, 150)
assert abs(c_time / c_exact - 1) < 5e-3

# Continuation in field.
table = []
guess, c_start, old_states = None, 0.0, None
for tenth in range(1, 10):
    f = tenth / 10 * e_c
    lo, _, hi = states(f)
    if guess is not None:
        guess = lo + (hi - lo) * (guess - old_states[0]) / (old_states[2] - old_states[0])
    sol = newton_front(f, 0.1, 20.0, guess, c_start)
    guess, c_start, old_states = sol["u"], sol["c"], states(f)
    assert abs(sol["c"] / exact_speed(f) - 1) < 2e-3
    if tenth % 2:
        table.append((f, sol["c"], exact_speed(f), 3 * f / ROOT2))
assert abs(exact_speed(1e-4) / (3e-4 / ROOT2) - 1) < 1e-6

# The unscaled equation, with the Newton speed put back into SI units.
v = c_rich * speed_unit


def P_si(x, t):
    arg = (x - mp.mpf(v) * t) / mp.mpf(L)
    return P0 * ((high + low) / 2 - half * mp.tanh(kap * arg))


x_test = mp.mpf(0.4 * L)
P_here = P_si(x_test, mp.mpf(0))
si_res = (gamma * mp.diff(P_si, (x_test, mp.mpf(0)), (0, 1))
          - g * mp.diff(P_si, (x_test, mp.mpf(0)), (2, 0))
          - a_abs * P_here + b * P_here**3 - E)
assert abs(si_res) / field_unit < 1e-6

# Wall energy at zero field.
rest = newton_front(0.0, 0.05, 20.0)
assert abs(rest["c"]) < 1e-8
slope_integral = np.sum(rest["slope"]**2) * 0.05
assert abs(slope_integral / (2 * ROOT2 / 3) - 1) < 2e-3
wall_energy = g * P0**2 / L * slope_integral

# Lattice pinning: static chain, unknown field, one site value prescribed.
delta = cell / L


def static_field(x0, n=31):
    j = np.arange(n) - n // 2
    u = -np.tanh((j * delta - x0) / ROOT2)
    target, f = u[n // 2], 0.0
    lap = -2 * np.eye(n) + np.eye(n, k=1) + np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = -1
    lap /= delta**2
    for _ in range(15):
        res = np.append(lap @ u + u - u**3 + f, u[n // 2] - target)
        jac = np.zeros((n + 1, n + 1))
        jac[:n, :n] = lap + np.diag(1 - 3 * u**2)
        jac[:n, n] = 1
        jac[n, n // 2] = 1
        move = np.linalg.solve(jac, -res)
        u, f = u + move[:n], f + move[n]
    res = lap @ u + u - u**3 + f
    assert np.max(np.abs(res)) < 1e-10
    return f


e_pin = max(abs(static_field(x0)) for x0 in np.linspace(0, delta, 41))
assert chain_speed(0.7 * e_pin, delta, 2, 4, 0.2, 20 / e_pin) == 0.0
assert chain_speed(1.3 * e_pin, delta, 2, 4, 0.2, 20 / e_pin) > 0.0
c_lattice = chain_speed(e, delta, 3, 13, 0.1, 40 / e)
assert (c_lattice > 0) == (e > e_pin)

# Inertia: test the closed form on m u_tt + u_t = u_xx + u - u^3 + e, large m.
m_test = 50.0
c_m = c_exact / np.sqrt(1 + m_test * c_exact**2)
kap_m = kap / np.sqrt(1 - m_test * c_m**2)


def u_inertial(x, t):
    return (high + low) / 2 - half * mp.tanh(kap_m * (x - c_m * t))


for x in (mp.mpf("-0.7"), mp.mpf("0.4"), mp.mpf("1.3")):
    pt = (x, mp.mpf(0))
    w = u_inertial(*pt)
    bad = (m_test * mp.diff(u_inertial, pt, (0, 2)) + mp.diff(u_inertial, pt, (0, 1))
           - mp.diff(u_inertial, pt, (2, 0)) - w + w**3 - e)
    assert abs(bad) < 1e-12
mode_frequency = 6e12
mu = 2 * a_abs / (2 * np.pi * mode_frequency)**2
c0 = np.sqrt(g / mu)
inertia_loss = 1 - 1 / np.sqrt(1 + (v / c0)**2)

# Heating, tilt, and practical field limits (rough typical values).
heat_capacity = 3e6
heating = 2 * P0 * E / heat_capacity
tilt = np.degrees(np.arcsin(E * epsilon_0 * eps_r / P0))
E_practical, E_breakdown = 2e7, 1e8
MV = 1e8

print(f"rough polarization P0 = {P0*100:.0f} uC/cm2; permittivity = {eps_r:.0f}")
print(f"chosen g = {g:.1e} V m3/C; viscosity gamma = {gamma*100:.1f} ohm cm")
print(f"applied field E = {E/MV:.2f} MV/cm")
print(f"|a| = {a_abs:.4e} V m/C; b = {b:.4e} V m5/C3")
print(f"length unit L = {L*1e9:.4f} nm; time unit = {gamma/a_abs*1e12:.3f} ps")
print(f"field unit = {field_unit/MV:.4f} MV/cm; speed unit = {speed_unit:.3f} m/s")
print(f"scaled field e = {e:.6f}; intrinsic limit e_c = {e_c:.6f}")
print(f"intrinsic switching field = {e_c*field_unit/MV:.3f} MV/cm")
print(f"scaled roots u1, u2, u3 = {low:.6f}, {mid:.6f}, {high:.6f}")
print(f"tanh half-width of moving wall = {L/kap*1e9:.4f} nm")
print(f"exact scaled speed c = {c_exact:.9f}")
print("Newton h=0.1, X=20, largest residual at each iteration (scaled):")
print("  " + ", ".join(f"{x:.1e}" for x in history))
for h in runs:
    print(f"h={h:.2f}: c={runs[h]['c']:.9f}, c error={c_err[h]:.2e}, u error={u_err[h]:.2e}")
print(f"Richardson c = {c_rich:.9f}; error = {c_rich-c_exact:.1e}")
print(f"c error / h^2: predicted {grid_coeff:.6f}, measured {measured_coeff:.6f}")
print(f"smallest singular value: plain {sv[-1]:.1e}, bordered {sv_border:.3f}")
print(f"  with a phase row orthogonal to the null vector: {sv_bad:.1e}")
print(f"null vector alignment: right {right_match:.6f}, left {left_match:.6f}")
print(f"point pin u(0)=0.3: c = {pinned['c']:.9f}; shift = {shift:.4f} L")
print(f"change of c for X=5: {cut[5.0]:.1e}; for X=10: {cut[10.0]:.1e}")
print(f"scaled power: dissipated {dissipation:.6f}, supplied {drive:.6f}")
print(f"c by shooting = {c_shoot:.9f}; by time evolution (h=0.2) = {c_time:.6f}")
print(f"wall speed v = {v:.4f} m/s = {v*100:.2f} cm/s")
print("E/E_c, E (MV/cm), v Newton, v exact, v low-field law (m/s):")
for f, cn, ce, cl in table:
    print(f"  {f/e_c:.1f}  {f*field_unit/MV:.3f}  {cn*speed_unit:.3f}  "
          f"{ce*speed_unit:.3f}  {cl*speed_unit:.3f}")
print(f"limiting speed at E_c = {np.sqrt(1.5)*speed_unit:.3f} m/s")
print("Neglected effects, sized for the example:")
print(f"cell spacing = {cell*1e9:.2f} nm = {delta:.3f} L")
print(f"lattice depinning field = {e_pin*field_unit/MV:.4f} MV/cm (scaled {e_pin:.5f})")
print(f"speed on the lattice = {c_lattice*speed_unit:.4f} m/s; "
      f"ratio to continuum = {c_lattice/c_exact:.3f}")
print(f"rough mode frequency = {mode_frequency/1e12:.0f} THz; c0 = {c0:.0f} m/s")
print(f"relative speed loss by inertia = {inertia_loss:.1e}")
print(f"rough heat capacity = {heat_capacity/1e6:.0f} J/(cm3 K); heating = {heating:.1f} K")
print(f"T = {temperature:.0f} K, rough Curie T = {T_curie:.0f} K; "
      f"heating/(Tc-T) = {heating/(T_curie-temperature):.4f}")
cell_energy = wall_energy * cell**2 / e_charge
print(f"wall energy = {wall_energy*1e3:.1f} mJ/m2; per cell area = {cell_energy:.4f} eV")
print(f"thermal energy kT = {k_boltzmann*temperature/e_charge:.4f} eV")
print(f"tilt whose charge field equals E = {tilt:.2f} degrees")
print(f"rough practical switching field = {E_practical/MV:.1f} MV/cm; "
      f"E/that = {E/E_practical:.2f}")
print(f"rough breakdown field = {E_breakdown/MV:.0f} MV/cm; E/that = {E/E_breakdown:.2f}")
print("finished without a failed check")
```

Running it gives:

```
rough polarization P0 = 50 uC/cm2; permittivity = 45
chosen g = 2.0e-10 V m3/C; viscosity gamma = 1.0 ohm cm
applied field E = 0.30 MV/cm
|a| = 1.2549e+09 V m/C; b = 5.0196e+09 V m5/C3
length unit L = 0.3992 nm; time unit = 7.969 ps
field unit = 6.2745 MV/cm; speed unit = 50.098 m/s
scaled field e = 0.047813; intrinsic limit e_c = 0.384900
intrinsic switching field = 2.415 MV/cm
scaled roots u1, u2, u3 = -0.975177, -0.047923, 1.023100
tanh half-width of moving wall = 0.5651 nm
exact scaled speed c = 0.101659340
Newton h=0.1, X=20, largest residual at each iteration (scaled):
  2.4e-01, 8.2e-02, 4.3e-03, 1.1e-05, 5.8e-11
h=0.20: c=0.101725819, c error=6.65e-05, u error=1.15e-03
h=0.10: c=0.101675918, c error=1.66e-05, u error=2.85e-04
h=0.05: c=0.101663482, c error=4.14e-06, u error=7.13e-05
Richardson c = 0.101659337; error = -3.5e-09
c error / h^2: predicted 0.001656, measured 0.001657
smallest singular value: plain 3.6e-11, bordered 0.252
  with a phase row orthogonal to the null vector: 1.2e-13
null vector alignment: right 0.999999, left 0.999999
point pin u(0)=0.3: c = 0.101675918; shift = 0.4015 L
change of c for X=5: 1.2e-05; for X=10: 2.1e-11
scaled power: dissipated 0.095582, supplied 0.095598
c by shooting = 0.101659340; by time evolution (h=0.2) = 0.101456
wall speed v = 5.0929 m/s = 509.29 cm/s
E/E_c, E (MV/cm), v Newton, v exact, v low-field law (m/s):
  0.1  0.242  4.097  4.097  4.090
  0.3  0.725  12.444  12.442  12.271
  0.5  1.208  21.311  21.309  20.452
  0.7  1.691  31.366  31.365  28.633
  0.9  2.174  44.742  44.748  36.814
limiting speed at E_c = 61.357 m/s
Neglected effects, sized for the example:
cell spacing = 0.50 nm = 1.252 L
lattice depinning field = 0.1077 MV/cm (scaled 0.01716)
speed on the lattice = 4.2200 m/s; ratio to continuum = 0.829
rough mode frequency = 6 THz; c0 = 10642 m/s
relative speed loss by inertia = 1.1e-07
rough heat capacity = 3 J/(cm3 K); heating = 10.0 K
T = 300 K, rough Curie T = 900 K; heating/(Tc-T) = 0.0167
wall energy = 118.1 mJ/m2; per cell area = 0.1842 eV
thermal energy kT = 0.0259 eV
tilt whose charge field equals E = 1.37 degrees
rough practical switching field = 0.2 MV/cm; E/that = 1.50
rough breakdown field = 1 MV/cm; E/that = 0.30
finished without a failed check
```
